**Thermal rectification and separable conductivity: direct integration of the heat equation**

For a thermal conductivity κ(x,T) = f(x) g(T), the steady heat current is Q = ∫g dT / ∫dx/(A f), with the same magnitude when the contact temperatures are exchanged. Here A is the cross-section, x the position, T the temperature, and r the difference of the two current magnitudes relative to their mean. The program integrates the nonlinear heat equation from the cold contact and finds Q by root search, without using the transformed temperature. It asserts agreement with the formula in both directions for a non-monotonic g and for a tapered two-film strip, where both currents are 12.27 µW. It also asserts the strip's joint temperatures, the absence of rectification for a tapered single film and for a balanced A–B–A conductor, and the leading-order law for two non-separable conductors. Moving the B layer to one end gives r = 24.62 %. Lattice conduction, a resistivity coefficient in one film and a contact resistance together give the strip r = 1.9 %. Radiation, the electron mean free path, the wedge correction and the thermoelectric scale are printed as estimates.

## Verification by program

```python
"""
Result under test: if the thermal conductivity is kappa(x,T) = f(x) g(T), then
the steady heat current between two contacts keeps its magnitude when the
contact temperatures are exchanged:
    Q = integral of g dT (cold to hot) / integral of dx / (A f).
A(x): cross-section; Q_f, Q_r: current magnitudes with left / right end hot;
rectification r = 2 (Q_f - Q_r) / (Q_f + Q_r).
The direct side integrates dT/dx = -Q / (A kappa) and searches for Q.
A conductor is a list of segments (start, end, K) with K(x,T) = A kappa.
Lengths in nm and kappa in W/(m K) give heat currents in nW.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

STEPS = 300


def climb(heat, segments, cold, hot_left):
    """Temperatures at segment ends, integrated from the cold contact (RK4)."""
    ordered = segments
    if hot_left:
        ordered = [(b, a, K) for a, b, K in reversed(segments)]
    temperature = cold
    ends = [cold]
    for a, b, K in ordered:
        h = (b - a) / STEPS
        d = abs(h)
        for i in range(STEPS):
            x = a + i * h
            k1 = heat / K(x, temperature)
            k2 = heat / K(x + h / 2, temperature + d * k1 / 2)
            k3 = heat / K(x + h / 2, temperature + d * k2 / 2)
            k4 = heat / K(x + h, temperature + d * k3)
            temperature += d * (k1 + 2 * k2 + 2 * k3 + k4) / 6
        ends.append(temperature)
    return ends


def current(segments, hot, cold, hot_left):
    """Magnitude of the heat current from the nonlinear heat equation."""
    largest = max(K(x, T) for a, b, K in segments
                  for x in np.linspace(a, b, 5)
                  for T in np.linspace(cold, hot, 41))
    length = segments[-1][1] - segments[0][0]
    upper = 1.1 * largest * (hot - cold) / length
    return brentq(lambda q: climb(q, segments, cold, hot_left)[-1] - hot,
                  0.0, upper, xtol=1e-12, rtol=1e-13)


def rectification(segments, hot, cold):
    q_f = current(segments, hot, cold, True)
    q_r = current(segments, hot, cold, False)
    return 2 * (q_f - q_r) / (q_f + q_r)


def weak_bias(segments, mean, bias):
    """Leading-order r = bias * integral of b (1 - 2 s) ds."""
    weights, slopes = [], []
    for a, b, K in segments:
        n = 2000
        for x in a + (np.arange(n) + 0.5) * (b - a) / n:
            weights.append((b - a) / n / K(x, mean))
            slopes.append((np.log(K(x, mean + 0.1))
                           - np.log(K(x, mean - 0.1))) / 0.2)
    weights = np.array(weights) / np.sum(weights)
    s = np.cumsum(weights) - weights / 2
    return bias * np.sum(np.array(slopes) * (1 - 2 * s) * weights)


# ---- Example inputs (rough typical values for heater films) ----
T_hot, T_cold = 900.0, 300.0
length, thickness, w_left, w_right = 2000.0, 50.0, 300.0, 100.0
joint = length / 2
rho_1, rho_2 = 200e-8, 400e-8            # ohm m
kappa_lattice = 2.0                      # W/(m K)
tcr_1 = 3e-4                             # 1/K, left film only
h_contact = 2e8                          # W/(m^2 K), narrow end
seebeck = 10e-6                          # V/K
density = 5e28                           # electrons per m^3
L0 = np.pi**2 / 3 * (const.k / const.e)**2


def width(x):
    return w_left + (w_right - w_left) * x / length


def area(x):
    return thickness * width(x)


def film(rho, lattice=0.0, tcr=0.0):
    return lambda x, T: area(x) * (
        L0 * T / (rho * (1 + tcr * (T - 300.0))) + lattice)


def strip(first, second):
    return [(0.0, joint, first), (joint, length, second)]


# ---- Separable conductor with a non-monotonic temperature function ----
def g_wavy(T):
    return 2 + np.sin(T / 90)


wavy = [(0.0, 1.0, lambda x, T: (1 + 3 * x**2) * g_wavy(T)),
        (1.0, 1.7, lambda x, T: 0.4 * np.exp(-x) * g_wavy(T))]
resistance_wavy = (quad(lambda x: 1 / (1 + 3 * x**2), 0, 1)[0]
                   + quad(lambda x: np.exp(x) / 0.4, 1, 1.7)[0])
formula_wavy = quad(g_wavy, T_cold, T_hot)[0] / resistance_wavy
wavy_f = current(wavy, T_hot, T_cold, True)
wavy_r = current(wavy, T_hot, T_cold, False)
assert abs(wavy_f / formula_wavy - 1) < 1e-6
assert abs(wavy_r / formula_wavy - 1) < 1e-6

# ---- Separable example: electronic conduction, kappa = L0 T / rho(x) ----
ideal = strip(film(rho_1), film(rho_2))
part_1 = quad(lambda x: rho_1 / (L0 * area(x)), 0, joint)[0]
part_2 = quad(lambda x: rho_2 / (L0 * area(x)), joint, length)[0]
R_total = part_1 + part_2
s_joint = part_1 / R_total
Q_formula = (T_hot**2 - T_cold**2) / 2 / R_total
Q_f = current(ideal, T_hot, T_cold, True)
Q_r = current(ideal, T_hot, T_cold, False)
assert abs(Q_f / Q_formula - 1) < 1e-6
assert abs(Q_r / Q_formula - 1) < 1e-6
r_ideal = 2 * (Q_f - Q_r) / (Q_f + Q_r)
joint_f = climb(Q_f, ideal, T_cold, True)[1]
joint_r = climb(Q_r, ideal, T_cold, False)[1]
span = T_hot**2 - T_cold**2
assert abs(joint_f - np.sqrt(T_hot**2 - span * s_joint)) < 1e-3
assert abs(joint_r - np.sqrt(T_cold**2 + span * s_joint)) < 1e-3
assert abs((joint_f**2 + joint_r**2) / (T_hot**2 + T_cold**2) - 1) < 1e-6
assert abs(joint_f + joint_r - T_hot - T_cold) > 10

# ---- Taper alone: one film with every temperature dependence kept ----
same = film(rho_1, kappa_lattice, tcr_1)
r_taper = rectification(strip(same, same), T_hot, T_cold)
assert abs(r_taper) < 1e-6

# ---- Non-separable conductors: leading-order law ----
lattice = strip(film(rho_1, kappa_lattice), film(rho_2, kappa_lattice))
smooth = [(0.0, 1.0, lambda x, T: 1 + 2 * x * T / 600)]
mean = (T_hot + T_cold) / 2
small = 10.0
for conductor in (lattice, smooth):
    direct = rectification(conductor, mean + small / 2, mean - small / 2)
    assert abs(direct / weak_bias(conductor, mean, small) - 1) < 0.01

k_1 = L0 * mean / rho_1 + kappa_lattice
k_2 = L0 * mean / rho_2 + kappa_lattice
b_1, b_2 = L0 / rho_1 / k_1, L0 / rho_2 / k_2
u_1 = quad(lambda x: 1 / (k_1 * area(x)), 0, joint)[0]
u_2 = quad(lambda x: 1 / (k_2 * area(x)), joint, length)[0]
s_lattice = u_1 / (u_1 + u_2)
r_two_film = (T_hot - T_cold) * (b_1 - b_2) * s_lattice * (1 - s_lattice)
assert abs(r_two_film / weak_bias(lattice, mean, T_hot - T_cold) - 1) < 1e-3

# ---- Non-separable A-B-A conductor, unequal shapes, equal outer integrals ----
edge = np.e - 1
sandwich = [(0.0, edge, lambda x, T: (1 + x) * T / 300),
            (edge, edge + 1, lambda x, T: 1.0),
            (edge + 1, edge + 2, lambda x, T: T / 300)]
r_sandwich = rectification(sandwich, T_hot, T_cold)
assert abs(r_sandwich) < 1e-6
# Moving the same B layer to one end must restore rectification.
r_moved = rectification(
    [(0.0, edge, sandwich[0][2]),
     (edge, edge + 1, sandwich[2][2]),
     (edge + 1, edge + 2, sandwich[1][2])], T_hot, T_cold)
assert abs(r_moved) > 0.01

# ---- Effects left out of the separable example ----
contact = (length, length + 1.0,
           lambda x, T: h_contact * 1e-9 * area(length))  # 1 nm equivalent
r_lattice = rectification(lattice, T_hot, T_cold)
r_tcr = rectification(strip(film(rho_1, 0.0, tcr_1), film(rho_2)),
                      T_hot, T_cold)
r_contact = rectification(ideal + [contact], T_hot, T_cold)
combined = strip(film(rho_1, kappa_lattice, tcr_1),
                 film(rho_2, kappa_lattice)) + [contact]
r_all = rectification(combined, T_hot, T_cold)
Q_all_f = current(combined, T_hot, T_cold, True)
Q_all_r = current(combined, T_hot, T_cold, False)
assert min(abs(r_lattice), abs(r_tcr), abs(r_contact)) > 1e-3


def fraction_left(x):
    first = quad(lambda y: rho_1 / (L0 * area(y)), 0, min(x, joint))[0]
    if x <= joint:
        return first / R_total
    second = quad(lambda y: rho_2 / (L0 * area(y)), joint, x)[0]
    return (first + second) / R_total


def radiated(hot_left):
    """Blackbody far-field loss in nW on the loss-free temperature profile."""
    def density_of_loss(x):
        s = fraction_left(x)
        T2 = T_hot**2 - span * s if hot_left else T_cold**2 + span * s
        return 2 * (width(x) + thickness) * (T2**2 - T_cold**4)
    total = (quad(density_of_loss, 0, joint)[0]
             + quad(density_of_loss, joint, length)[0])
    return const.Stefan_Boltzmann * 1e-9 * total


loss_f, loss_r = radiated(True), radiated(False)
k_fermi = (3 * np.pi**2 * density)**(1 / 3)
free_path = const.hbar * k_fermi / (density * const.e**2 * rho_1) * 1e9
half_angle = np.arctan((w_left - w_right) / (2 * length))
wedge = np.tan(half_angle) / half_angle - 1

print(f"Hot / cold contact: {T_hot:.0f} / {T_cold:.0f} K")
print(f"Strip length / thickness: {length:.0f} / {thickness:.0f} nm")
print(f"Width, left / joint / right: {w_left:.0f} / {width(joint):.0f}"
      f" / {w_right:.0f} nm")
print(f"Joint position: {joint:.0f} nm")
print(f"Resistivity, left / right film: {rho_1*1e8:.0f}"
      f" / {rho_2*1e8:.0f} uohm cm")
print(f"Lorenz number L0: {L0:.4e} W ohm/K^2")
print(f"Electronic kappa at 300 K, left / right: {L0*300/rho_1:.3f}"
      f" / {L0*300/rho_2:.3f} W/(m K)")
print(f"R, left part / right part / total: {part_1:.3f} / {part_2:.3f}"
      f" / {R_total:.3f} K^2/nW")
print(f"Fraction of R left of joint: {s_joint:.4f}")
print(f"Integral of g = T, cold to hot: {span/2:.0f} K^2")
print(f"Heat current, formula: {Q_formula/1e3:.4f} uW")
print(f"Heat current, direct, left hot: {Q_f/1e3:.4f} uW")
print(f"Heat current, direct, right hot: {Q_r/1e3:.4f} uW")
print(f"|r|, separable strip, direct: {abs(r_ideal):.1e}")
print(f"Joint temperature, left hot: {joint_f:.1f} K")
print(f"Joint temperature, right hot: {joint_r:.1f} K")
print(f"Sum of joint temperatures: {joint_f+joint_r:.1f} K")
print(f"Wavy-g test, formula (model units): {formula_wavy:.5f}")
print(f"Wavy-g test, left / right hot: {wavy_f:.5f} / {wavy_r:.5f}")
print(f"|r|, tapered single film, full kappa(T): {abs(r_taper):.1e}")
print(f"|r|, balanced A-B-A conductor: {abs(r_sandwich):.1e}")
print(f"r, same layers with B moved to right end: {100*r_moved:.2f} %")
print(f"Lattice conductivity (rough): {kappa_lattice:.1f} W/(m K)")
print(f"b at {mean:.0f} K with lattice, left / right: {b_1*1e3:.4f}"
      f" / {b_2*1e3:.4f} 1e-3/K")
print(f"Resistance fraction with lattice: {s_lattice:.4f}")
print(f"r from lattice, leading-order law: {100*r_two_film:.2f} %")
print(f"r from lattice, direct: {100*r_lattice:.2f} %")
print(f"Left-film resistivity coefficient (rough): {tcr_1:.1e} 1/K")
print(f"r from resistivity coefficient: {100*r_tcr:.2f} %")
print(f"Contact conductance (rough): {h_contact/1e6:.0f} MW/(m^2 K)")
print(f"r from contact at narrow end: {100*r_contact:.2f} %")
print(f"r from these three together: {100*r_all:.2f} %")
print(f"Current with all three, left / right hot: {Q_all_f/1e3:.3f}"
      f" / {Q_all_r/1e3:.3f} uW")
print(f"Radiated / conducted, left hot: {100*loss_f/Q_f:.3f} %")
print(f"Radiated / conducted, right hot: {100*loss_r/Q_r:.3f} %")
print(f"Electron density (rough): {density:.1e} 1/m^3")
print(f"Electron mean free path, left film: {free_path:.2f} nm")
print(f"Wedge correction to resistance: {100*wedge:.3f} %")
print(f"Seebeck coefficient (rough): {seebeck*1e6:.0f} uV/K")
print(f"Thermoelectric scale S^2/L0: {100*seebeck**2/L0:.2f} %")
print("OK")
```

Output:

```
Hot / cold contact: 900 / 300 K
Strip length / thickness: 2000 / 50 nm
Width, left / joint / right: 300 / 200 / 100 nm
Joint position: 1000 nm
Resistivity, left / right film: 200 / 400 uohm cm
Lorenz number L0: 2.4430e-08 W ohm/K^2
Electronic kappa at 300 K, left / right: 3.665 / 1.832 W/(m K)
R, left part / right part / total: 6.639 / 22.698 / 29.337 K^2/nW
Fraction of R left of joint: 0.2263
Integral of g = T, cold to hot: 360000 K^2
Heat current, formula: 12.2712 uW
Heat current, direct, left hot: 12.2712 uW
Heat current, direct, right hot: 12.2712 uW
|r|, separable strip, direct: 6.1e-11
Joint temperature, left hot: 804.4 K
Joint temperature, right hot: 502.9 K
Sum of joint temperatures: 1307.3 K
Wavy-g test, formula (model units): 158.42050
Wavy-g test, left / right hot: 158.42050 / 158.42050
|r|, tapered single film, full kappa(T): 4.2e-12
|r|, balanced A-B-A conductor: 2.9e-12
r, same layers with B moved to right end: 24.62 %
Lattice conductivity (rough): 2.0 W/(m K)
b at 600 K with lattice, left / right: 1.3094 / 1.0782 1e-3/K
Resistance fraction with lattice: 0.2621
r from lattice, leading-order law: 2.68 %
r from lattice, direct: 2.69 %
Left-film resistivity coefficient (rough): 3.0e-04 1/K
r from resistivity coefficient: -2.89 %
Contact conductance (rough): 200 MW/(m^2 K)
r from contact at narrow end: 1.96 %
r from these three together: 1.86 %
Current with all three, left / right hot: 17.350 / 17.031 uW
Radiated / conducted, left hot: 0.186 %
Radiated / conducted, right hot: 0.051 %
Electron density (rough): 5.0e+28 1/m^3
Electron mean free path, left film: 0.47 nm
Wedge correction to resistance: 0.083 %
Seebeck coefficient (rough): 10 uV/K
Thermoelectric scale S^2/L0: 0.41 %
OK
```
